# Third-Harmonic Polarization from a Cubic Dielectric Response: test program

```python
# Result under test: for P = eps0*(chi1*E + chi3*E^3) and E = E0*cos(theta),
# the cubic term has peak eps0*|chi3|*E0^3 and puts exactly 1/4 of this peak
# into the third harmonic and 3/4 into the fundamental.
# Symbols: theta = omega*t; E in MV/cm; chi1 dimensionless; chi3 in (cm/MV)^2;
# y = P/eps0 in MV/cm; c = saturation coefficient in E = y/chi1 + c*y^3.
import numpy as np
from scipy.integrate import quad
from scipy import constants as const

# Chosen model parameters and rough auxiliary values
thickness_nm = 100.0
voltage = 1.0
frequency = 1.0e4
chi1 = 300.0
chi3 = -450.0
loss_tangent = 0.01
bias_voltage = 0.1
source_impurity = 1.0e-4
chi_drift_per_K = -0.002
temperature_change = 10.0
breakdown_field = 1.0
barrier_eV = 1.0
optical_permittivity = 5.0
temperature = 300.0
substrate_thickness = 0.5e-3
substrate_conductivity = 100.0

MV_per_cm = 1.0e8                           # V/m
E0 = voltage / (thickness_nm * 1e-9) / MV_per_cm
Eb = bias_voltage / (thickness_nm * 1e-9) / MV_per_cm
to_uC = const.epsilon_0 * MV_per_cm * 100.0  # MV/cm -> uC/cm2
omega = 2 * np.pi * frequency
N = 256
theta = 2 * np.pi * np.arange(N) / N


def projection(wave, n, basis=np.cos):
    """Fourier amplitude from its defining integral."""
    return quad(lambda t: wave(t) * basis(n * t), 0, 2 * np.pi)[0] / np.pi


def harmonic(samples, n):
    """Complex amplitude A in Re(A*exp(i*n*theta)), for n >= 1."""
    return 2 * np.fft.fft(samples)[n] / N


def polarization(E):
    return chi1 * E + chi3 * E**3


def saturated(E, chi, c):
    """Solve E = y/chi + c*y^3 by Newton iteration."""
    y = chi * E
    for _ in range(60):
        y = y - (y / chi + c * y**3 - E) / (1 / chi + 3 * c * y**2)
    assert np.max(np.abs(y / chi + c * y**3 - E)) < 1e-12
    return y


def delayed(amplitude, delta, c):
    """Periodic solution of (delta*dy/dtheta + y)/chi1 + c*y^3 = E."""
    k = np.fft.fftfreq(N) * N
    E = amplitude * np.cos(theta)
    y = np.zeros(N)
    for _ in range(60):
        spectrum = chi1 * np.fft.fft(E - c * y**3) / (1 + 1j * k * delta)
        y = np.fft.ifft(spectrum).real
    return y


# Main result: defining integrals against the derived fractions
cubic = lambda t: chi3 * (E0 * np.cos(t))**3
cubic_peak = np.max(np.abs(cubic(theta)))
parts = [projection(cubic, n) for n in range(1, 8)]
fraction1 = abs(parts[0]) / cubic_peak
fraction3 = abs(parts[2]) / cubic_peak
assert abs(fraction1 - 0.75) < 1e-9
assert abs(fraction3 - 0.25) < 1e-9
assert max(abs(parts[i]) for i in (1, 3, 4, 5, 6)) < 1e-9
assert abs(projection(cubic, 0)) < 1e-9
full = lambda t: polarization(E0 * np.cos(t))
P1 = projection(full, 1)
P3 = projection(full, 3)
assert abs(P1 - (chi1 * E0 + 0.75 * chi3 * E0**3)) < 1e-8
assert abs(P3 - chi3 * E0**3 / 4) < 1e-8

# Sine drive: same magnitude, opposite coefficient sign
sine_cubic = lambda t: np.sin(t)**3
sine1 = projection(sine_cubic, 1, np.sin)
sine3 = projection(sine_cubic, 3, np.sin)
assert abs(sine1 - 0.75) < 1e-9 and abs(sine3 + 0.25) < 1e-9

# Mean-square share differs from amplitude share
mean_square = quad(lambda t: np.cos(t)**6, 0, 2*np.pi)[0] / (2*np.pi)
power_share = fraction3**2 / 2 / mean_square
assert abs(mean_square - 5 / 16) < 1e-10
assert abs(power_share - 0.1) < 1e-8

# Bias creates a second harmonic without changing the third
biased = polarization(Eb + E0 * np.cos(theta))
P2_bias = harmonic(biased, 2).real
P3_bias = harmonic(biased, 3).real
assert abs(P2_bias - 1.5 * chi3 * Eb * E0**2) < 1e-10
assert abs(P3_bias - P3) < 1e-8

# Saturation law: cubic coefficient, drive scaling and next correction
c = -chi3 / chi1**4
weak = 0.01
weak_P3 = harmonic(saturated(weak*np.cos(theta), chi1, c), 3).real
half_P3 = harmonic(saturated(weak/2*np.cos(theta), chi1, c), 3).real
assert abs(weak_P3 / (chi3 * weak**3 / 4) - 1) < 2e-3
doubling_ratio = weak_P3 / half_P3
assert abs(doubling_ratio - 8) < 0.01
sat_P3 = harmonic(saturated(E0 * np.cos(theta), chi1, c), 3).real
sat_change = sat_P3 / P3 - 1
x = chi3 * E0**2 / chi1
sat_estimate = 15 * x / 4
# The first omitted relative correction is of order 16*x^2.
assert abs(sat_change - sat_estimate) < 20 * x**2
static_field = 0.5
y_static = saturated(np.array([static_field]), chi1, c)[0]
tunability = 1 - 1 / (1 + 3 * chi1 * c * y_static**2)

# Delay: nonlinear periodic solution against weak-field response
tiny = 0.001
for delta in (loss_tangent, 0.3):
    response = harmonic(delayed(tiny, delta, c), 3)
    factor = response / (chi3 * tiny**3 / 4)
    predicted = 1 / ((1 + 1j * delta)**3 * (1 + 3j * delta))
    assert abs(factor - predicted) < 1e-4
    if delta == loss_tangent:
        loss_factor = factor

# Source impurity: direct waveform and leading estimate
impure_E = E0 * (np.cos(theta) + source_impurity * np.cos(3 * theta))
impure_P3 = harmonic(polarization(impure_E), 3).real
impurity_change = impure_P3 / P3 - 1
impurity_estimate = 4 * chi1 * source_impurity / (chi3 * E0**2)
assert abs(impurity_change - impurity_estimate) < 10 * source_impurity

# Temperature drift at fixed saturation coefficient c
chi_ratio = 1 + chi_drift_per_K * temperature_change
warm = saturated(weak * np.cos(theta), chi1 * chi_ratio, c)
warm_change = harmonic(warm, 3).real / weak_P3 - 1
assert abs(warm_change - (chi_ratio**4 - 1)) < 1e-3

# Size estimates for heating and thermionic leakage
field_SI = E0 * MV_per_cm
heat_density = (omega * const.epsilon_0 * chi1 * loss_tangent
                * field_SI**2 / 2)
heat_flux = heat_density * thickness_nm * 1e-9
heating = heat_flux * substrate_thickness / substrate_conductivity
lowering = np.sqrt(const.e * field_SI / (4 * np.pi * const.epsilon_0
                                         * optical_permittivity))
richardson = (4 * np.pi * const.m_e * const.k**2 * const.e
              / const.h**3)
leakage = (richardson * temperature**2 * np.exp(
    -(barrier_eV - lowering) * const.e / (const.k * temperature))) / 1e4
third_current = 3 * omega * abs(P3) * to_uC * 1e-6
assert leakage < 0.01 * third_current
assert E0 < breakdown_field

print("INPUTS (round model values)")
print(f"film thickness: {thickness_nm:.0f} nm")
print(f"voltage amplitude: {voltage:.1f} V")
print(f"frequency: {frequency/1000:.0f} kHz")
print(f"field amplitude E0: {E0:.3f} MV/cm")
print(f"chi1: {chi1:.0f} (dimensionless)")
print(f"chi3: {chi3:.0f} (cm/MV)^2")
print("MAIN RESULT")
print(f"linear polarization amplitude: {chi1*E0*to_uC:.4f} uC/cm2")
print(f"cubic-term peak magnitude: {cubic_peak*to_uC:.5f} uC/cm2")
print(f"cubic part at fundamental, signed: {parts[0]*to_uC:.5f} uC/cm2")
print(f"third harmonic, signed: {P3*to_uC:.5f} uC/cm2")
print(f"third harmonic magnitude: {abs(P3)*to_uC*1000:.2f} nC/cm2")
print(f"total fundamental amplitude: {P1*to_uC:.4f} uC/cm2")
print(f"fundamental / cubic peak: {fraction1:.6f}")
print(f"third harmonic / cubic peak: {fraction3:.6f}")
print(f"third / total fundamental: {100*abs(P3/P1):.3f} %")
print(f"sine-drive third coefficient: {sine3:.6f}")
print(f"mean square of cos^3: {mean_square:.6f}")
print(f"third-harmonic mean-square share: {100*power_share:.2f} %")
print(f"P3 ratio on doubling weak drive: {doubling_ratio:.4f}")
print("NEGLECTED EFFECTS (rough auxiliary inputs)")
print(f"P3 change from full saturation law: {100*sat_change:.2f} %")
print(f"leading saturation estimate: {100*sat_estimate:.2f} %")
print(f"static test field: {static_field:.1f} MV/cm")
print(f"susceptibility drop at static field: {100*tunability:.1f} %")
print(f"assumed loss tangent: {loss_tangent:.3f}")
print(f"P3 magnitude change from delay: {100*(abs(loss_factor)-1):.3f} %")
print(f"P3 phase lag: {-np.degrees(np.angle(loss_factor)):.2f} degrees")
print(f"assumed built-in bias: {bias_voltage:.2f} V")
print(f"built-in field: {Eb:.3f} MV/cm")
print(f"second / third harmonic with bias: {abs(P2_bias/P3_bias):.3f}")
print(f"assumed source third harmonic: {100*source_impurity:.3f} %")
print(f"P3 change from source impurity: {100*impurity_change:.2f} %")
print(f"assumed chi1 drift: {100*chi_drift_per_K:.2f} %/K")
print(f"assumed temperature change: {temperature_change:.0f} K")
print(f"P3 change from temperature: {100*warm_change:.2f} %")
print(f"substrate thickness: {substrate_thickness*1000:.1f} mm")
print(f"substrate conductivity: {substrate_conductivity:.0f} W/(m K)")
print(f"self-heating across substrate: {heating:.2e} K")
print(f"assumed injection barrier: {barrier_eV:.1f} eV")
print(f"assumed optical permittivity: {optical_permittivity:.1f}")
print(f"film temperature: {temperature:.0f} K")
print(f"barrier lowering: {lowering:.4f} eV")
print(f"thermionic leakage at peak field: {leakage:.2e} A/cm2")
print(f"third-harmonic current amplitude: {third_current:.2e} A/cm2")
print(f"assumed breakdown field: {breakdown_field:.1f} MV/cm")
print(f"peak field / breakdown field: {E0/breakdown_field:.3f}")
print("checks complete")
```

It prints:

```
INPUTS (round model values)
film thickness: 100 nm
voltage amplitude: 1.0 V
frequency: 10 kHz
field amplitude E0: 0.100 MV/cm
chi1: 300 (dimensionless)
chi3: -450 (cm/MV)^2
MAIN RESULT
linear polarization amplitude: 2.6563 uC/cm2
cubic-term peak magnitude: 0.03984 uC/cm2
cubic part at fundamental, signed: -0.02988 uC/cm2
third harmonic, signed: -0.00996 uC/cm2
third harmonic magnitude: 9.96 nC/cm2
total fundamental amplitude: 2.6264 uC/cm2
fundamental / cubic peak: 0.750000
third harmonic / cubic peak: 0.250000
third / total fundamental: 0.379 %
sine-drive third coefficient: -0.250000
mean square of cos^3: 0.312500
third-harmonic mean-square share: 10.00 %
P3 ratio on doubling weak drive: 7.9966
NEGLECTED EFFECTS (rough auxiliary inputs)
P3 change from full saturation law: -5.29 %
leading saturation estimate: -5.63 %
static test field: 0.5 MV/cm
susceptibility drop at static field: 42.1 %
assumed loss tangent: 0.010
P3 magnitude change from delay: -0.061 %
P3 phase lag: 3.44 degrees
assumed built-in bias: 0.10 V
built-in field: 0.010 MV/cm
second / third harmonic with bias: 0.600
assumed source third harmonic: 0.010 %
P3 change from source impurity: -2.61 %
assumed chi1 drift: -0.20 %/K
assumed temperature change: 10 K
P3 change from temperature: -7.76 %
substrate thickness: 0.5 mm
substrate conductivity: 100 W/(m K)
self-heating across substrate: 4.17e-05 K
assumed injection barrier: 1.0 eV
assumed optical permittivity: 5.0
film temperature: 300 K
barrier lowering: 0.0537 eV
thermionic leakage at peak field: 1.37e-09 A/cm2
third-harmonic current amplitude: 1.88e-03 A/cm2
assumed breakdown field: 1.0 MV/cm
peak field / breakdown field: 0.100
checks complete
```
